\section*{Recovering both ion energies from one nuclear stopping value}

\section{Scaling fixes the form of the answer}

An ion of atomic number $Z_1$, mass $M_1$ and kinetic energy $E$ passes a target atom $(Z_2,M_2)$ at rest. Atomic units are used in the algebra: lengths are in bohr, energies in hartree, and the Coulomb energy of two unit charges is $1/r$. The atoms repel through the screened potential
\begin{equation}
V(r)=\frac{Z_1Z_2}{r}\,\phi(r/a),\qquad
a=\frac{0.8854}{Z_1^{0.23}+Z_2^{0.23}} .
\end{equation}
The function $\phi$ is taken to be the same for all pairs. This is the universal screening model.

The force is central, so the deflection depends on the impact parameter $p$ but not on the azimuth. The relative motion has energy $E_{\rm c}=EM_2/(M_1+M_2)$. The potential supplies one length, $a$, and one energy, $Z_1Z_2/a$. A dimensionless angle can therefore depend only on
\begin{equation}
b=\frac pa,\qquad
\varepsilon=\frac{aE_{\rm c}}{Z_1Z_2}
=\frac{aM_2E}{Z_1Z_2(M_1+M_2)} .
\label{eps}
\end{equation}
Integrated over $b$, every pair shares one function of $\varepsilon$. Inverting stopping is thus a problem in one variable, and the pair enters through two scale factors. The maximum is universal in these reduced units; in ordinary units its energy depends on the pair alone, while the height of the loss per path length depends also on the target density.

\section{From a collision to the stopping value}

Let the ion's speed be $v$. The centre of mass moves at $u=M_1v/(M_1+M_2)$. In its frame the target atom has speed $u$ before and after the elastic collision, with its direction turned by $\theta$. Returning to the laboratory subtracts the initial velocity vector from the final one, which gives a speed $2u\sin(\theta/2)$. The transferred energy is
\begin{align}
T&=\tfrac12M_2\,4u^2\sin^2\frac\theta2
=\frac{2M_2M_1^2v^2}{(M_1+M_2)^2}\sin^2\frac\theta2\nonumber\\
&=\gamma E\sin^2\frac\theta2,\qquad
\gamma=\frac{4M_1M_2}{(M_1+M_2)^2},
\end{align}
where $E=M_1v^2/2$ was used. The stopping cross section weights each transfer by the area of its ring:
\begin{equation}
S=\int_0^\infty T\,2\pi p\,dp
=\pi a^2\gamma E\int_0^\infty\sin^2\frac\theta2\,d(b^2).
\end{equation}
Define the reduced stopping
\begin{equation}
s(\varepsilon)=\varepsilon\int_0^\infty\sin^2\frac\theta2\,d(b^2).
\label{sint}
\end{equation}
Then $S=\pi a^2\gamma(E/\varepsilon)s$. Substituting $E/\varepsilon$ from (\ref{eps}) cancels one $a$, one $M_2$ and one factor $M_1+M_2$:
\begin{equation}
S(E)=4\pi aZ_1Z_2\frac{M_1}{M_1+M_2}\,s(\varepsilon).
\label{S}
\end{equation}
With $n$ target atoms per volume, the mean nuclear energy loss per path length is $nS$.

The angle follows from conservation of angular momentum and energy. With $r=ax$ and closest approach $x_0$,
\begin{equation}
\theta=\pi-2b\int_{x_0}^{\infty}
\frac{dx}{x^2\sqrt{1-\phi(x)/(x\varepsilon)-b^2/x^2}} .
\end{equation}
Evaluating this at every step of a root search is unnecessary. The universal Ziegler--Biersack--Littmark fit replaces (\ref{sint}) by
\begin{equation}
s=\frac{\ln(1+c\varepsilon)}{2D},\qquad
D=\varepsilon+\alpha\varepsilon^q+\beta\varepsilon^{1/2},
\label{fit}
\end{equation}
with $c=1.1383$, $\alpha=0.01321$, $q=0.21226$ and $\beta=0.19593$. These constants are taken as given. At 25 energies between $\varepsilon=0.01$ and 10, the fit differs from the integral by $-3.6\%$ to $+0.9\%$, relative to the integral.

\section{Why there are two energies}

Set $y=c\varepsilon$ and $t=\ln\varepsilon$. Differentiating $\ln s=\ln\ln(1+y)-\ln D-\ln2$, with $dy/dt=y$, gives
\begin{align}
\frac{d\ln s}{dt}&=A-B,\label{slope}\\
A&=\frac{y}{(1+y)\ln(1+y)},\nonumber\\
B&=\frac{\varepsilon+q\alpha\varepsilon^q+\frac12\beta\varepsilon^{1/2}}{D}.\nonumber
\end{align}
To see how $A$ varies, differentiate its reciprocal:
\begin{align}
\frac{d}{dy}\frac1A
&=\frac{d}{dy}\left[\left(1+\frac1y\right)\ln(1+y)\right]\nonumber\\
&=-\frac{\ln(1+y)}{y^2}+\frac1y
=\frac{y-\ln(1+y)}{y^2}>0 .
\end{align}
Thus $A$ decreases, from 1 at small $y$ to 0 at large $y$.

The quantity $B$ is a mean of the exponents $q_i=1,q,\frac12$. Its weights $w_i$ are the three terms of $D$ divided by $D$. Each term obeys $d(\text{term})/dt=q_i(\text{term})$ and $D$ obeys $dD/dt=BD$, so $dw_i/dt=w_i(q_i-B)$ and
\begin{equation}
\frac{dB}{dt}=\sum_iq_iw_i(q_i-B)
=\sum_iw_iq_i^2-B^2\equiv\sigma^2>0 .
\end{equation}
This is the variance of the exponents. It is positive because the weights are positive and the exponents differ. The smallest exponent dominates at small $\varepsilon$ and the largest at large $\varepsilon$, so $B$ rises from $q$ to 1.

The slope $A-B$ therefore falls strictly from $1-q>0$ to $-1$ and vanishes once, at $\varepsilon_{\rm m}$. The stopping rises up to this point and falls after it. The bounds of the next section show that $s\to0$ at both ends. For the fit, every $0<s_*<s_{\max}$ therefore has exactly two solutions, $\varepsilon_-<\varepsilon_{\rm m}<\varepsilon_+$. At $s_{\max}$ they coincide, and above it there is none.

Physically, the maximum comes from screening. For a pure power law $V\propto r^{-k}$ with $k>1$, the only length in the collision scales as $\varepsilon^{-1/k}$, so the integral in (\ref{sint}) scales as $\varepsilon^{-2/k}$ and $s\propto\varepsilon^{1-2/k}$. The stopping then falls with energy for $k<2$, is constant for $k=2$ and rises for $k>2$; no single power law has a peak. A slow ion is turned at large distances, where the screened potential falls faster than $r^{-2}$, so its stopping rises with energy. A fast ion probes short distances, where the potential is close to $1/r$, so its stopping falls. The maximum lies between these regimes.

\section{Brackets known before the search}

The peak is the inner end of both brackets. Outer ends follow from two inequalities. First, $\ln(1+y)<y$ and $D>\alpha\varepsilon^q$ give
\begin{equation}
s<\frac{c\,\varepsilon^{1-q}}{2\alpha}.
\end{equation}
Setting the right side equal to $s_*$ defines
\begin{equation}
\varepsilon_L=\left(\frac{2\alpha s_*}{c}\right)^{1/(1-q)} .
\label{left}
\end{equation}
The bound increases with $\varepsilon$, so $s<s_*$ throughout $0<\varepsilon\le\varepsilon_L$. No root lies there, and hence $\varepsilon_L<\varepsilon_-$.

For the other side, let $f=\sqrt y-\ln(1+y)$. It vanishes at $y=0$, and
\begin{equation}
f'=\frac1{2\sqrt y}-\frac1{1+y}
=\frac{(1-\sqrt y)^2}{2\sqrt y\,(1+y)}\ge0 ,
\end{equation}
with equality only at $y=1$. Hence $\ln(1+y)<\sqrt y$ for $y>0$. Together with $D>\varepsilon$ this gives
\begin{equation}
s<\frac{\sqrt{c\varepsilon}}{2\varepsilon}
=\frac{\sqrt c}{2\sqrt\varepsilon},
\qquad \varepsilon_R=\frac{c}{4s_*^2}.
\label{right}
\end{equation}
This bound decreases with $\varepsilon$, so no root lies at or above $\varepsilon_R$, and $\varepsilon_+<\varepsilon_R$. Both ends are guaranteed brackets, not estimates of the roots.

\section{Algorithm and cost}

Bisection is done in $t=\ln\varepsilon$, so its tolerance is a relative tolerance on energy. The peak is found from the sign of $A-B$. The roots are found from the sign of $g(t)=\ln[s(e^t)/s_*]$.

\begin{verbatim}
bisect(F, l, r, tau):
    require F(l), F(r) nonzero, opposite signs
    while r - l > tau:
        m = (l + r)/2
        if F(m) has the sign of F(l): l = m
        else:                         r = m
    return (l + r)/2

energies(loss, Z1, M1, Z2, M2, n):
    s* = loss/(n * prefactor of S)
    tm = bisect(A - B, ln 1e-3, ln 1e3, tau)
    smax = s(exp(tm))
    if s* <= 0 or s* >= smax: report, stop
    tL = ln(2 alpha s*/c)/(1 - q)
    tR = ln(c/4) - 2 ln(s*)
    t- = bisect(g, tL, tm, tau)
    t+ = bisect(g, tm, tR, tau)
    return exp(t-)*E1, exp(t+)*E1
\end{verbatim}

Here $E_1=Z_1Z_2(M_1+M_2)/(aM_2)$ is the energy at $\varepsilon=1$, converted to the wanted unit. The peak depends only on the constants of the fit, so it can be computed once and stored for all pairs.

A bracket of initial width $W$ has width $W/2^N$ after $N$ halvings. Reaching a width $\tau$ takes
\begin{equation}
N=\left\lceil\log_2(W/\tau)\right\rceil
\end{equation}
halvings, with one function evaluation each. Returning the middle leaves an error of at most $\tau/2$ in $t$, apart from rounding. For small $s_*$, equations (\ref{left}) and (\ref{right}) make $W$ grow as $\ln(1/s_*)$, so $N$ grows only as the logarithm of that logarithm. Storage is constant.

The search was compared with crossings on a dense table of $s$ for six values of $s_*/s_{\max}$ from 0.02 to 0.999. Each value had two crossings, and they agreed with the bisected roots within $2\times10^{-4}$ in $\ln\varepsilon$.

\section{Sensitivity and the approach to the peak}

Away from the peak, a small relative error in the given stopping moves a root by
\begin{equation}
\delta\ln E\simeq\frac{\delta\ln S}{A-B},
\label{sens}
\end{equation}
by inversion of (\ref{slope}). On the low side the denominator is positive, and a larger stopping means a larger energy. On the high side the signs are opposite. Raising the stopping moves the two roots towards each other.

At the peak the denominator vanishes and the next order is needed. From $\ln A=\ln y-\ln(1+y)-\ln\ln(1+y)$,
\begin{equation}
\frac{dA}{dt}=A\left[1-\frac y{1+y}-A\right]
=A\left[\frac1{1+y}-A\right].
\end{equation}
The downward curvature of $\ln s$ at the peak is therefore
\begin{equation}
\kappa=-\frac{d(A-B)}{dt}
=A\left[A-\frac1{1+y}\right]+\sigma^2 .
\end{equation}
To leading order $\ln s=\ln s_{\max}-\kappa(t-t_{\rm m})^2/2$. With $\delta=\ln(s_{\max}/s_*)$ this gives
\begin{equation}
\ln\frac{\varepsilon_\pm}{\varepsilon_{\rm m}}
\simeq\pm\sqrt{\frac{2\delta}{\kappa}} .
\label{merge}
\end{equation}
The computed curvature is $\kappa=0.1665$. For a value 1\% below the maximum, $\delta=-\ln0.99=0.01005$, and (\ref{merge}) predicts an energy ratio $\varepsilon_+/\varepsilon_-=2.004$. Bisection gives 2.005. A deficit of 1\% in height thus still separates the energies by a factor of two. Conversely, if the given value is uncertain by about 1\%, data this close to the maximum cannot fix either energy well, and may not establish that a solution exists.

The same expansion shows why the peak is located by slope. If heights carry a relative rounding error $\eta$, comparing them cannot resolve displacements much below $\sqrt{2\eta/\kappa}$ in $t$. The slope changes linearly, as $-\kappa(t-t_{\rm m})$, so an error of order $\eta$ in it displaces the zero by order $\eta/\kappa$.

\section{Example: arsenic implanted into silicon}

Take $Z_1=33$, $M_1=74.92$ u, $Z_2=14$ and $M_2=28.09$ u. A cubic cell of side 5.43 \AA\ with eight atoms gives $n=0.04997$ \AA$^{-3}$. The given nuclear loss is 100 eV/\AA, or 1 keV/nm.

The screening length is $a=0.11512$ \AA, and $\varepsilon=1$ corresponds to $E_1=211\,911$ eV. The mass factor is
\begin{equation}
\gamma=\frac{4(74.92)(28.09)}{(103.01)^2}=0.7933 .
\end{equation}
Since $nS=n\pi a^2\gamma E_1s$, the loss at $s=1$ is
\begin{equation}
0.04997\,\pi\,(0.11512)^2(0.7933)(211\,911)
\simeq349.8\ \text{eV/\AA}.
\end{equation}
The factors are shown rounded; unrounded they give 349.77 eV/\AA. Hence $s_*=100/349.77=0.2859$. The peak is at $\varepsilon_{\rm m}=0.3273$ with $s_{\max}=0.3520$, which means 69\,350 eV and 123.1 eV/\AA. The given value is 81\% of the maximum, so two energies exist.

Equations (\ref{left}) and (\ref{right}) give $\varepsilon_L=0.001718$ and $\varepsilon_R=3.481$, or 364 eV and 737\,755 eV. On the low side the first four middles are 5025, 18\,667, 9685 and 13\,446 eV, with losses 77.8, 108.4, 93.9 and 101.5 eV/\AA. Comparing each loss with 100 leaves the bracket from 9685 to 13\,446 eV. On the high side the middles 226\,193, 408\,503, 303\,974 and 352\,384 eV have losses 108.4, 91.7, 100.6 and 96.2 eV/\AA, leaving 303\,974 to 352\,384 eV.

For $\tau=10^{-12}$ the searches take 43 and 42 halvings, after 44 for the peak. The low width, for example, is $W=\ln(0.3273/0.001718)=5.25$, and $\log_2(5.25\times10^{12})=42.3$ rounds up to 43. The roots are
\begin{align}
\varepsilon_-&=0.059366, & E_-&=12\,580\ \text{eV}=12.6\ \text{keV},\nonumber\\
\varepsilon_+&=1.463405, & E_+&=310\,111\ \text{eV}=310\ \text{keV}.
\end{align}
Substitution in (\ref{fit}) confirms them:
\begin{align}
s(\varepsilon_-)&=\frac{\ln(1.06758)}{2(0.05937+0.00725+0.04774)}=0.2859,\nonumber\\
s(\varepsilon_+)&=\frac{\ln(2.66579)}{2(1.46341+0.01432+0.23702)}=0.2859 .
\end{align}
The first line also explains why $\varepsilon_L$ lies far below the root: the term $\alpha\varepsilon^q$ kept in that bound is the smallest of the three here.

The slopes $A-B$ are $0.2267$ and $-0.2870$. For a 1\% larger loss, $\delta\ln S=0.00995$, and (\ref{sens}) gives $\delta\ln E=0.0439$ and $-0.0347$. These correspond to energy changes of $+4.5\%$ and $-3.4\%$. Repeating the search gives $+4.54\%$ and $-3.45\%$. An error in the stopping is thus magnified about four times in the energy.

The scale factors were tested by following both atoms with Newton's equations in the laboratory frame at $E_-$ and integrating the transferred energy over impact parameter. The result, 2003.07 eV\,\AA$^2$, equals that from (\ref{sint}) and (\ref{S}) to the digits shown. Multiplied by $n$, it is 100.1 eV/\AA; the small difference from 100 is the error of the fit at this energy.

\section{What real implantation adds}

Of the assumptions whose effect is computed here, the one that matters most is that the given loss is nuclear alone, because a real ion also loses energy to electrons. The Lindhard--Scharff estimate, quoted here in atomic units,
\begin{equation}
nS_e=n\,\frac{8\pi Z_1^{7/6}Z_2\,v}{(Z_1^{2/3}+Z_2^{2/3})^{3/2}},
\end{equation}
gives 10.1 eV/\AA\ at $E_-$, 23.7 at the nuclear peak and 50.1 at $E_+$. The total is then about 147 eV/\AA\ at the nuclear peak and 150 at the high root, so between these two energies the electronic part makes up for the fall in nuclear stopping. Within this estimate a total loss of 100 eV/\AA\ occurs at one energy between 10 eV and 1 MeV, namely about 8.79 keV. Treating that total as nuclear would return 12\,580 eV, which is 43\% too high, together with a spurious solution at 310 keV. The electronic part depends on the unknown energy, so it cannot simply be subtracted beforehand. A given total must be matched to the sum of both losses, and the two-root result does not apply to that sum. Nor does every total fix a single energy: within the same estimate the sum has a shallow maximum near 163 keV and a minimum near 526 keV, so a total of 150 eV/\AA\ occurs at about 98, 317 and 767 keV. The two extrema, 151.7 and 148.8 eV/\AA, are only 3 eV/\AA\ apart, so these energies are fragile. With the scattering integral in place of the fit they become about 115, 270 and 648 keV. A change of 10\% either way in the electronic term leaves a single solution for 150 eV/\AA\ between 30 keV and 2 MeV, and with a 30\% larger term the sum rises monotonically over that range. They show that several solutions are possible, not where they lie for real arsenic in silicon.

The other computed corrections are smaller. Replacing the fit by its scattering integral moves the roots to 12\,531 and 305\,649 eV, changes of $-0.4\%$ and $-1.4\%$. The peak, being flat, moves more: to 66\,150 eV ($-4.6\%$) and 122.65 eV/\AA, so a loss between 122.65 and 123.12 eV/\AA\ has two roots for the fit and none for the integral. In a solid, a distant passage is shared with neighbouring atoms. Giving each atom an area $n^{-2/3}$ sets a radius of 1.532 \AA, and collisions beyond it supply 0.028\% of the stopping at $E_-$ and 0.0011\% at $E_+$.

Target atoms are also bound. Transfers below a rough displacement threshold of 15 eV supply 0.74\% and 0.36\% of the stopping. If they were removed entirely, (\ref{sens}) would shift the energies by about $+3\%$ and $-1\%$ at fixed given loss. This sizes the effect; it does not model the binding. Departures of the arsenic--silicon potential from the universal one are not computed. Nor is channelling: the model assumes random impact parameters, which fails for a beam aligned with open directions of the crystal.

\section{Failure modes}

\paragraph{One bracket for both roots.} At $\varepsilon_L$ and $\varepsilon_R$ the mismatch $g$ is negative, so a sign test over the whole interval cannot start. The peak supplies the missing positive value.

\paragraph{Newton steps near the peak.} A Newton step in $t$ is $-g/(A-B)$. Its denominator vanishes at the peak while $g$ does not, so a start close to the peak can throw the iterate far away. Bisection never leaves its bracket.

\paragraph{Values at the maximum.} When $s_*$ agrees with $s_{\max}$ to within rounding, the comparison between them is not meaningful. The peak energy should then be reported as a single, poorly determined solution.

\paragraph{Tolerance and small arguments.} If $\tau$ is smaller than the spacing of floating-point numbers near $t$, the middle can equal an end and the loop need not stop. A fixed cap on $N$ prevents this. For small $c\varepsilon$, forming $1+c\varepsilon$ discards digits, so the logarithm should come from a routine designed for $\ln(1+y)$.

\paragraph{A change of formula at high energy.} One possible rule replaces (\ref{fit}) by $\ln\varepsilon/(2\varepsilon)$ above $\varepsilon=30$. There the fit gives 0.05723 and the replacement 0.05669, a downward step of about 1\%. Under that rule a value inside the step has no high root. For smaller $s_*$ the high root must be sought on the replacement branch, which decreases for $\varepsilon>e$ because its derivative is $(1-\ln\varepsilon)/(2\varepsilon^2)$. Here (\ref{fit}) is used throughout. At $\varepsilon=30$ it lies 4.3\% below the integral (\ref{sint}) and the replacement 5.2\% below, so both errors exceed the step. For arsenic in silicon the step lies near 20 eV/\AA\ and 6.4 MeV, far from the example.

\section*{Table of computed values}
\begin{verbatim}
ion Z1, M1: 33, 74.92 u; target Z2, M2: 14, 28.09 u
lattice constant: 5.43 A; atom density: 0.04997 per A^3
given nuclear loss: 100.0 eV/A
screening length a: 0.11512 A
energy at eps = 1: 211911 eV
loss at s = 1: 349.77 eV/A
peak eps, s_max: 0.327260, 0.352014
peak search halvings: 44
peak energy: 69350 eV
peak loss: 123.12 eV/A
given s*: 0.285903; s*/s_max: 0.8122
outer brackets eps_L, eps_R: 0.001718, 3.4814
outer brackets: 364.0, 737755 eV
low side, middle 1: 5024.5 eV, loss 77.82 eV/A
low side, middle 2: 18666.8 eV, loss 108.43 eV/A
low side, middle 3: 9684.6 eV, loss 93.90 eV/A
low side, middle 4: 13445.5 eV, loss 101.50 eV/A
high side, middle 1: 226193 eV, loss 108.38 eV/A
high side, middle 2: 408503 eV, loss 91.70 eV/A
high side, middle 3: 303974 eV, loss 100.57 eV/A
high side, middle 4: 352384 eV, loss 96.24 eV/A
halvings low, high (ln width 1e-12): 43, 42
low root eps: 0.059366; energy: 12580.2 eV = 12.58 keV
low root loss put back: 100.000000 eV/A
low root log slope A-B: 0.2267
low root shift for +1% loss: 4.54 %, linear rule 4.39 %
low root electronic loss: 10.1 eV/A
low root from scattering integral: 12531 eV
low root share beyond cell radius: 0.028 %
low root share of transfers < 15 eV: 0.74 %
high root eps: 1.463405; energy: 310111.0 eV = 310.11 keV
high root loss put back: 100.000000 eV/A
high root log slope A-B: -0.2870
high root shift for +1% loss: -3.45 %, linear rule -3.47 %
high root electronic loss: 50.1 eV/A
high root from scattering integral: 305649 eV
high root share beyond cell radius: 0.0011 %
high root share of transfers < 15 eV: 0.36 %
cell radius: 1.532 A
peak curvature kappa: 0.16646
energy ratio of roots 1% below peak: 2.0047, law 2.0037
fit minus integral, eps 0.01 to 10: -3.58 to 0.86 %
peak from scattering integral: eps 0.3122, s 0.3507
trajectory S, integral S at low root: 2003.07, 2003.07 eV A^2
electronic loss at peak energy: 23.7 eV/A
energies with total loss 100 eV/A, 10 eV to 1 MeV: 1, at 8785 eV
s at eps = 30: fit 0.05723, ln(eps)/(2 eps) 0.05669
energy at eps = 30: 6.357e+06 eV
\end{verbatim}
